# Splitting the Wannier spread into invariant, diagonal and off-diagonal parts: a numerical check

```python
# Result under test (Hartree atomic units): for J isolated bands in a smooth periodic
# gauge, the spread Omega = sum_n (<r^2>_n - rbar_n^2) of the Wannier functions |0n> is
#   Omega = Omega_I + Omega_D + Omega_OD, with X[R,m,n] = <Rm|r|0n> = avg_k e^{ik.R} A_mn,
#   A_mn = i<u_m|grad_k u_n>,
#   Omega_I  = sum_n <r^2>_n - sum |X|^2 = avg_k (g_xx + g_yy),
#   g_ab = Re T_ab = (1/2) Tr(d_a P d_b P),  T_ab = sum_n <d_a u_n|Q|d_b u_n>,
#   Omega_D  = sum_n sum_{R!=0} |X[R,n,n]|^2 = sum_n avg_k |A_nn - rbar_n|^2,
#   Omega_OD = sum_{m!=n} sum_R |X[R,m,n]|^2 = sum_{m!=n} avg_k |A_mn|^2,
#   Omega_D >= (1/J) sum_{R!=0} |F_R|^2/R^2, F = -2 Im T_xy, F_R = -i R x tr X[R].
# Also the overlap-matrix (finite mesh) forms. Model: 2D periodic potential, plane waves.
# Real-space side: quadrature of Wannier functions built on a fine k mesh.
# k-space side: finite differences in k and sum over states on a coarse k mesh.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

ax, ay, J = 6.0, 4.0, 2
gx, gy = 2*np.pi/ax, 2*np.pi/ay
terms = [(2, 0, 1.2, 0.0), (0, 1, 1.0, 0.0), (1, 0, 0.2, 0.7), (2, 1, 0.2, 0.9)]
nx, ny = 17, 9
m1, m2 = [m.ravel() for m in np.meshgrid(np.arange(nx)-nx//2, np.arange(ny)-ny//2, indexing='ij')]
G = np.array([gx*m1, gy*m2])
d1, d2 = m1[:, None]-m1[None, :], m2[:, None]-m2[None, :]
Vmat = np.zeros(d1.shape, complex)
for p, q, amp, ph in terms:          # term is -amp*cos(p gx x + q gy y + ph)
    Vmat[(d1 == p) & (d2 == q)] += -0.5*amp*np.exp(1j*ph)
    Vmat[(d1 == -p) & (d2 == -q)] += -0.5*amp*np.exp(-1j*ph)
tau, sigma, theta, delta = np.array([[0.0, 0.0], [3.0, 0.0]]), 0.8, np.pi/6, 5e-5
rot = np.array([[np.cos(theta), -np.sin(theta)], [np.sin(theta), np.cos(theta)]])
names = ['A', 'B', 'C']
offdiag = 1-np.eye(J)

def hamiltonian(k):
    return Vmat+np.diag(0.5*((G+k[:, None])**2).sum(0))

def frames(k):
    """plane-wave coefficients of u_nk in the three gauges, and singular values"""
    C = eigh(hamiltonian(k), subset_by_index=[0, J-1])[1]
    qv = G+k[:, None]
    trial = np.exp(-0.5*sigma**2*(qv**2).sum(0))[:, None]*np.exp(-1j*(qv.T @ tau.T))
    u, s, vh = np.linalg.svd(C.conj().T @ trial)
    phi = C @ u @ vh
    Uc = rot @ np.diag([np.exp(-1j*k[1]*ay), 1.0]) @ rot.T
    return np.array([phi, phi @ rot, phi @ Uc]), s

def close(a, b):
    # derivative step, mesh aliasing and basis truncation are each below about 1e-7
    return np.allclose(a, b, rtol=1e-6, atol=1e-8)

# ---------------- k-space side, coarse mesh ----------------
c1, c2 = 8, 10
kc = np.array([[gx*i/c1, gy*j/c2] for i in range(-c1//2, c1//2) for j in range(-c2//2, c2//2)])
A = np.zeros((3, len(kc), 2, J, J), complex)
grad2 = np.zeros((3, len(kc), J))
T = np.zeros((len(kc), 2, 2), complex)
gaps = []
for ik, k in enumerate(kc):
    E, S = eigh(hamiltonian(k))
    gaps.append(E[J]-E[J-1])
    D = np.array([(S[:, J:].conj().T @ ((G[a]+k[a])[:, None]*S[:, :J]))
                  / (E[None, :J]-E[J:, None]) for a in range(2)])
    T[ik] = np.einsum('amn,bmn->ab', D.conj(), D)
    f0 = frames(k)[0]
    df, dP = [], []
    for a in range(2):
        step = delta*np.eye(2)[a]
        fp, fm = frames(k+step)[0], frames(k-step)[0]
        df.append((fp-fm)/(2*delta))
        dP.append((fp[0] @ fp[0].conj().T-fm[0] @ fm[0].conj().T)/(2*delta))
    gP = np.array([[0.5*np.sum(dP[a]*dP[b].T).real for b in range(2)] for a in range(2)])
    assert np.allclose(gP, T[ik].real, atol=1e-5)
    for g in range(3):
        for a in range(2):
            A[g, ik, a] = 1j*f0[g].conj().T @ df[a][g]
            grad2[g, ik] += (abs(df[a][g])**2).sum(0)
        Qd = [df[a][g]-f0[g] @ (f0[g].conj().T @ df[a][g]) for a in range(2)]
        Tg = np.array([[np.vdot(Qd[a], Qd[b]) for b in range(2)] for a in range(2)])
        assert np.allclose(Tg, T[ik], atol=1e-5)
assert min(gaps) > 0.3
assert np.allclose(A, A.conj().swapaxes(-1, -2), atol=1e-6)
gavg = T.real.mean(0)
OmI = gavg.trace()
F = -2*T[:, 0, 1].imag

def F_R(r1, r2):
    return np.mean(np.exp(1j*(kc @ np.array([r1*ax, r2*ay])))*F)

bound = sum(abs(F_R(r1, r2))**2/((r1*ax)**2+(r2*ay)**2)
            for r1 in range(-c1//2, c1//2) for r2 in range(-c2//2, c2//2)
            if (r1, r2) != (0, 0))/J
assert abs(F_R(0, 0)) < 1e-6

# ---------------- Wannier functions in momentum space, fine mesh ----------------
N1, N2 = 2*c1, 2*c2
W = np.zeros((3, J, nx, N1, ny, N2), complex)
svals = []
for i in range(N1):
    for j in range(N2):
        f, s = frames(np.array([gx*(i-N1//2)/N1, gy*(j-N2//2)/N2]))
        svals.append(s)
        for g in range(3):
            W[g][:, :, i, :, j] = f[g].T.reshape(J, nx, ny)
W = W.reshape(3, J, nx*N1, ny*N2)
svals = np.array(svals)
Px, Py = nx*N1, ny*N2
qx, qy = gx*(np.arange(Px)-Px//2)/N1, gy*(np.arange(Py)-Py//2)/N2
x = 1.5-N1*ax/2+np.arange(Px)*ax/nx
y = 2.0-N2*ay/2+np.arange(Py)*ay/ny
Ex, Ey = np.exp(1j*np.outer(x, qx)), np.exp(1j*np.outer(y, qy))
xx, yy = x[None, :, None], y[None, None, :]

def mesh_spread(Wg, n1, n2):
    """overlap-matrix spread: total from centres and second moments, and the three parts"""
    data = []
    for axis, blen in ((1, gx/n1), (2, gy/n2)):
        for sgn in (1, -1):
            M = np.einsum('maibj,naibj->ijmn', Wg.conj().reshape(J, nx, n1, ny, n2),
                          np.roll(Wg, -sgn, axis).reshape(J, nx, n1, ny, n2)).reshape(-1, J, J)
            data.append((0.5/blen**2, sgn*blen*np.eye(2)[axis-1], M,
                         np.angle(np.einsum('knn->kn', M))))
    rb = -sum(w*np.outer(ph.mean(0), b) for w, b, M, ph in data)
    r2 = sum(w*(1-abs(np.einsum('knn->kn', M))**2+ph**2).mean(0) for w, b, M, ph in data)
    pI = sum(w*(J-(abs(M)**2).sum((1, 2)).mean()) for w, b, M, ph in data)
    pD = sum(w*((ph+rb @ b)**2).sum(1).mean() for w, b, M, ph in data)
    pO = sum(w*(abs(M)**2*offdiag).sum((1, 2)).mean() for w, b, M, ph in data)
    return np.array([r2.sum()-(rb**2).sum(), pI, pD, pO])

print(f"cell ax, ay = {ax}, {ay} bohr; bands J = {J}; plane waves {nx} x {ny}")
for p, q, amp, ph in terms:
    print(f"term (p,q) = ({p},{q}): amplitude {amp} hartree, phase {ph} rad")
print(f"trial centres x = {tau[0,0]}, {tau[1,0]} bohr, y = {tau[0,1]} bohr; width {sigma} bohr")
print(f"mixing angle {np.degrees(theta):.1f} deg; k step {delta} 1/bohr")
print(f"meshes: coarse {c1} x {c2}, fine {N1} x {N2}")
print(f"smallest direct gap above the group = {min(gaps):.4f} hartree")
print(f"projection singular values min/max = {svals.min()/svals.max():.4f}")
trg = T.real[:, 0, 0]+T.real[:, 1, 1]
print(f"tr g over the zone: min {trg.min():.5f}, max {trg.max():.5f} bohr^2")
print(f"avg g_xx, g_yy, g_xy = {gavg[0,0]:.6f}, {gavg[1,1]:.6f}, {gavg[0,1]:.6f} bohr^2")
bohr = physical_constants['Bohr radius'][0]*1e10
print(f"Omega_I (metric) = {OmI:.6f} bohr^2 = {OmI*bohr**2:.6f} angstrom^2")
print(f"|F_R|: R=(1,0) {abs(F_R(1,0)):.6f}, R=(0,1) {abs(F_R(0,1)):.6f} bohr^2")
print(f"curvature bound on Omega_D = {bound:.4e} bohr^2")
assert max(abs(F_R(1, 0)), abs(F_R(0, 1))) > 1e-4

totals, mesh = [], []
for g in range(3):
    w = np.array([Ex @ W[g, n] @ Ey.T for n in range(J)])/np.sqrt(Px*Py*N1*N2)
    block = np.concatenate([w, xx*w, yy*w]).reshape(3*J, -1).T
    X = np.zeros((N1, N2, 2, J, J), complex)      # index (r1 mod N1, r2 mod N2)
    for r1 in range(N1):
        for r2 in range(N2):
            row = np.roll(w, (nx*r1, ny*r2), (1, 2)).reshape(J, -1).conj() @ block
            assert np.allclose(row[:, :J], np.eye(J)*(r1 == 0 and r2 == 0), atol=1e-10)
            X[r1, r2, 0], X[r1, r2, 1] = row[:, J:2*J], row[:, 2*J:]
    dens = abs(w)**2
    rbar = np.array([(dens*xx).sum((1, 2)), (dens*yy).sum((1, 2))]).T
    mom = np.array([[(dens*xx*xx).sum((1, 2)), (dens*xx*yy).sum((1, 2))],
                    [(dens*xx*yy).sum((1, 2)), (dens*yy*yy).sum((1, 2))]])
    r2n = mom[0, 0]+mom[1, 1]
    Om = r2n.sum()-(rbar**2).sum()
    tensor = mom.sum(2)-np.einsum('ijamn,ijbmn->ab', X.conj(), X).real
    Xd = np.einsum('ijann->ijan', X).copy()
    trX = Xd.sum(3)
    Xd[0, 0] = 0
    rD, rO = (abs(Xd)**2).sum(), (abs(X)**2*offdiag).sum()
    Ad = np.einsum('kann->kan', A[g]).real
    kD = ((Ad-Ad.mean(0))**2).sum((1, 2)).mean()
    kO = (abs(A[g])**2*offdiag).sum((1, 2, 3)).mean()
    for r1 in (-1, 0, 1):
        for r2 in (-1, 0, 1):
            R = np.array([r1*ax, r2*ay])
            Xk = np.einsum('k,kamn->amn', np.exp(1j*(kc @ R)), A[g])/len(kc)
            assert np.allclose(Xk, X[r1, r2], atol=1e-6)
            curl = -1j*(R[0]*trX[r1, r2, 1]-R[1]*trX[r1, r2, 0])
            assert abs(curl-F_R(r1, r2)) < 1e-6
    assert close(r2n, grad2[g].mean(0))
    assert np.allclose(tensor, gavg, atol=1e-6)
    assert close(tensor.trace(), OmI)
    assert close(rD, kD) and close(rO, kO)
    assert close(Om, OmI+kD+kO)
    assert rD >= bound > 0
    totals.append([Om, OmI, rD, rO])
    mc, mf = mesh_spread(W[g][:, ::2, ::2], c1, c2), mesh_spread(W[g], N1, N2)
    for m in (mc, mf):
        assert abs(m[0]-m[1:].sum()) < 1e-9
    mesh.append((mc, mf))
    print(f"gauge {names[g]}:")
    for n in range(J):
        print(f"  n={n+1}: centre ({rbar[n,0]:.5f}, {rbar[n,1]:.5f}) bohr, <r^2> {r2n[n]:.6f},"
              f" spread {r2n[n]-(rbar[n]**2).sum():.6f} bohr^2")
    print(f"  |<R1|x|01>|, R=(0,1): {abs(X[0,1,0,0,0]):.6f}; |<02|x|01>|: {abs(X[0,0,0,1,0]):.6f} bohr")
    print(f"  Omega = {Om:.6f} bohr^2 = {Om*bohr**2:.6f} angstrom^2")
    print(f"  real space: I {tensor.trace():.6f}, D {rD:.6e}, OD {rO:.6e} bohr^2")
    print(f"  k space:    I {OmI:.6f}, D {kD:.6e}, OD {kO:.6e} bohr^2")

# the total spread changes with gauge while the invariant part does not
assert totals[1][0]-totals[0][0] > 1 and totals[2][0]-totals[0][0] > 1
for g in (1, 2):
    assert abs(mesh[g][0][1]-mesh[0][0][1]) < 1e-9 and abs(mesh[g][1][1]-mesh[0][1][1]) < 1e-9
mc, mf = mesh[2]
exact = np.array(totals[2])
ratio = (mc[1]-OmI)/(mf[1]-OmI)
assert 3.6 < ratio < 4.4
rich = (4*mf-mc)/3
assert np.allclose(rich, exact, rtol=2e-3)     # remaining error is fourth order in b
print(f"coarse b_x, b_y = {gx/c1:.5f}, {gy/c2:.5f} 1/bohr; fine mesh halves both")
print("overlap forms, gauge C, in bohr^2 (Omega, I, D, OD):")
for lab, v in (("coarse", mc), ("fine", mf), ("extrapolated", rich), ("continuum", exact)):
    print(f"  {lab}: {v[0]:.6f}, {v[1]:.6f}, {v[2]:.6f}, {v[3]:.6f}")
print(f"error ratio of mesh Omega_I, coarse/fine = {ratio:.3f}")
print("done: every assertion held")
```

Printed output:

```
cell ax, ay = 6.0, 4.0 bohr; bands J = 2; plane waves 17 x 9
term (p,q) = (2,0): amplitude 1.2 hartree, phase 0.0 rad
term (p,q) = (0,1): amplitude 1.0 hartree, phase 0.0 rad
term (p,q) = (1,0): amplitude 0.2 hartree, phase 0.7 rad
term (p,q) = (2,1): amplitude 0.2 hartree, phase 0.9 rad
trial centres x = 0.0, 3.0 bohr, y = 0.0 bohr; width 0.8 bohr
mixing angle 30.0 deg; k step 5e-05 1/bohr
meshes: coarse 8 x 10, fine 16 x 20
smallest direct gap above the group = 0.7088 hartree
projection singular values min/max = 0.9384
tr g over the zone: min 0.90663, max 2.25013 bohr^2
avg g_xx, g_yy, g_xy = 0.661725, 0.840861, -0.021916 bohr^2
Omega_I (metric) = 1.502585 bohr^2 = 0.420767 angstrom^2
|F_R|: R=(1,0) 0.005169, R=(0,1) 0.008854 bohr^2
curvature bound on Omega_D = 5.7199e-06 bohr^2
gauge A:
  n=1: centre (-0.07017, -0.04493) bohr, <r^2> 0.733796, spread 0.726854 bohr^2
  n=2: centre (3.00951, -0.04916) bohr, <r^2> 9.836157, spread 0.776590 bohr^2
  |<R1|x|01>|, R=(0,1): 0.000925; |<02|x|01>|: 0.018137 bohr
  Omega = 1.503443 bohr^2 = 0.421007 angstrom^2
  real space: I 1.502586, D 1.352612e-04, OD 7.226902e-04 bohr^2
  k space:    I 1.502585, D 1.352612e-04, OD 7.226902e-04 bohr^2
gauge B:
  n=1: centre (0.71546, -0.04424) bohr, <r^2> 2.932805, spread 2.418970 bohr^2
  n=2: centre (2.22388, -0.04984) bohr, <r^2> 7.637147, spread 2.689011 bohr^2
  |<R1|x|01>|, R=(0,1): 0.000757; |<02|x|01>|: 1.342610 bohr
  Omega = 5.107981 bohr^2 = 1.430380 angstrom^2
  real space: I 1.502586, D 1.509995e-04, OD 3.605244e+00 bohr^2
  k space:    I 1.502585, D 1.509995e-04, OD 3.605244e+00 bohr^2
gauge C:
  n=1: centre (1.09272, 2.95437) bohr, <r^2> 15.844317, spread 5.921986 bohr^2
  n=2: centre (1.84662, 0.95155) bohr, <r^2> 10.371735, spread 6.056278 bohr^2
  |<R1|x|01>|, R=(0,1): 0.580444; |<02|x|01>|: 0.653256 bohr
  Omega = 11.978264 bohr^2 = 3.354256 angstrom^2
  real space: I 1.502586, D 1.352953e+00, OD 9.122726e+00 bohr^2
  k space:    I 1.502585, D 1.352953e+00, OD 9.122726e+00 bohr^2
coarse b_x, b_y = 0.13090, 0.15708 1/bohr; fine mesh halves both
overlap forms, gauge C, in bohr^2 (Omega, I, D, OD):
  coarse: 11.668702, 1.493526, 1.367350, 8.807826
  fine: 11.899780, 1.500306, 1.356517, 9.042956
  extrapolated: 11.976806, 1.502566, 1.352907, 9.121333
  continuum: 11.978264, 1.502585, 1.352953, 9.122726
error ratio of mesh Omega_I, coarse/fine = 3.975
done: every assertion held
```
